\section*{Sticking probability from the coverage front in a wide slot}

\section*{The problem}

A slot between two parallel plates has height $H$, a much larger width, and one open end at $x=0$. A precursor gas enters there and adsorbs on both plates. The gas is so dilute that molecules collide with the walls and not with each other. Adsorption is irreversible and follows the Langmuir law: a molecule that hits a wall with coverage $\theta$ sticks with probability $s(1-\theta)$, and otherwise leaves in a random direction with the cosine distribution. Here $s$ is the sticking probability on the empty surface, $N$ is the number of sites per unit wall area, and $\theta=1$ means that all sites are taken. At $t=0$ the walls are empty and the slot holds no gas.

After the dose, the coverage falls from nearly one at the entrance to nearly zero deep inside. The task is to find what the steepness of this front says about $s$, first with a diffusion model and then with a model that follows the free flights. In deposition, the coverage profile is read from the film thickness divided by its saturated value. This requires growth per cycle proportional to $\theta$ and a film too thin to narrow the slot noticeably.

\section*{(a) From two balances to one equation}

\textit{Write the balances for the gas density $n(x,t)$ and the coverage $\theta(x,t)$, with diffusivity $D$ and mean molecular speed $v$. Eliminate time from them.}

\textbf{Solution.} A gas of density $n$ strikes each wall at the rate $nv/4$ per unit area. A piece of slot of unit plan area contains $Hn$ molecules and has two walls, so
\begin{align}
H\,\frac{\partial n}{\partial t}&=HD\,\frac{\partial^2 n}{\partial x^2}-2\,\frac{v}{4}\,s(1-\theta)\,n, \label{gas}\\
N\,\frac{\partial\theta}{\partial t}&=\frac{v}{4}\,s(1-\theta)\,n. \label{cov}
\end{align}
The second equation refers to one wall and therefore has no factor 2. Define the accumulated exposure
\begin{equation}
y(x,t)=\frac{sv}{4N}\int_0^t n(x,t')\,dt'. \label{ydef}
\end{equation}
Equation (\ref{cov}) then reads $\partial\theta/\partial t=(1-\theta)\,\partial y/\partial t$. Dividing by $1-\theta$ and integrating from $\theta=0$, $y=0$ gives $-\ln(1-\theta)=y$, or
\begin{equation}
\theta=1-e^{-y}. \label{lang}
\end{equation}

By (\ref{cov}), the last term of (\ref{gas}) is $-2N\,\partial\theta/\partial t$. Integrate (\ref{gas}) over time from the empty state, using $\int_0^t n\,dt'=4Ny/(sv)$:
\begin{equation}
Hn=HD\,\frac{4N}{sv}\,\frac{\partial^2y}{\partial x^2}-2N\theta .
\end{equation}
Solving for the second derivative gives
\begin{equation}
\frac{\partial^2y}{\partial x^2}=\kappa^2\left(\theta+\frac{Hn}{2N}\right),\qquad
\kappa^2=\frac{sv}{2HD}. \label{full}
\end{equation}
The term $Hn/(2N)$ is the number of gas molecules stored in the slot per surface site. Where it is much smaller than $\theta$ it can be dropped, which leaves
\begin{equation}
\frac{\partial^2y}{\partial x^2}=\kappa^2\left(1-e^{-y}\right). \label{ode}
\end{equation}
Time no longer appears. The history of the inlet pressure enters through a single number, the exposure at the entrance, $y_0=(sv/4N)\int_0^t n(0,t')\,dt'$. Neither a constant pressure nor a constant front speed has been assumed.

\section*{(b) The shape of the front}

\textit{For a very deep slot, find the slope of $y$ as a function of $y$. How does the profile change as the dose grows?}

\textbf{Solution.} Multiply (\ref{ode}) by $y_x=\partial y/\partial x$. The left side becomes $\tfrac12\,\partial(y_x^2)/\partial x$. On the right, $(1-e^{-y})\,y_x$ is the $x$-derivative of $y+e^{-y}$. Hence
\begin{equation}
\tfrac12\,y_x^2=\kappa^2\left(y+e^{-y}\right)+C .
\end{equation}
The constant follows from the far end, where no gas has arrived: $y\to0$ and $y_x\to0$. This gives $C=-\kappa^2$, and
\begin{equation}
y_x^2=2\kappa^2f(y),\qquad f(y)=y+e^{-y}-1. \label{first}
\end{equation}
Since $y$ falls with depth, $y_x=-\kappa\sqrt{2f(y)}$.

The slope depends on the local $y$ alone. Profiles at different doses are therefore pieces of one curve, shifted along $x$. Two limits show its form. Ahead of the front $y\ll1$, so $f\approx y^2/2$ and $y_x\approx-\kappa y$: the coverage decays as $e^{-\kappa x}$, and $1/\kappa$ is the depth a molecule explores before it sticks on an empty surface. Far behind the front $\theta\approx1$, and $y$ is nearly a parabola in $x$ with second derivative $\kappa^2$.

\section*{(c) The slope at half coverage}

\textit{Let $g=H\,|\partial\theta/\partial x|$ at $\theta=1/2$, that is, the slope with depth measured in slot heights. Express $s$ through $g$ for general $D$, and then for the Knudsen diffusivity of a tube whose diameter is the hydraulic diameter of the slot.}

\textbf{Solution.} From (\ref{lang}), $\theta_x=e^{-y}y_x=(1-\theta)\,y_x$. At half coverage $e^{-y}=1/2$, so $y=\ln2$ and $\theta_x=y_x/2$. Also
\begin{equation}
f(\ln2)=\ln2+\tfrac12-1=\ln2-\tfrac12\approx0.193 .
\end{equation}
With (\ref{first}),
\begin{equation}
g^2=\frac{H^2y_x^2}{4}=\frac{H^2\kappa^2}{2}\left(\ln2-\tfrac12\right)
=\frac{sHv}{4D}\left(\ln2-\tfrac12\right), \label{g2}
\end{equation}
and therefore
\begin{equation}
s=\frac{4D}{Hv}\,\frac{g^2}{\ln2-\frac12}. \label{general}
\end{equation}

The hydraulic diameter is four times the cross-section divided by the perimeter. For width $W\gg H$ it is $4WH/(2W+2H)\to2H$. A long tube of diameter $d$ has the Knudsen diffusivity $dv/3$, so the closure is
\begin{equation}
D=\tfrac23Hv,\qquad (\kappa H)^2=\frac{sHv}{2D}=\tfrac34\,s. \label{closure}
\end{equation}
Inserting it in (\ref{general}) gives
\begin{equation}
s=\frac{8}{3\left(\ln2-\frac12\right)}\,g^2\approx13.8\,g^2 . \label{main}
\end{equation}

The speed $v$ has cancelled, and neither pressure, dose time nor site density is needed. Because $g$ is $H$ times the slope per unit length, $s$ is proportional to the square of both: a small relative error in either one is doubled in $s$. The factor $\ln2-\frac12$ comes from Langmuir kinetics. The factor $8/3$ comes from the closure (\ref{closure}), which has been assumed here and is examined in part (f).

\section*{(d) A numerical case and the depth of the front}

\textit{A slot of height $0.50\,\mu$m shows a half-coverage slope of $0.050$ per $\mu$m. Find $s$ in the diffusion model. Then find how deep the front lies after a dose of $0.10$ s at 10 Pa and 500 K, for molecules of mass 100 u and collision diameter 0.6 nm and for 4.0 sites per nm$^2$. These are round model values.}

\textbf{Solution.} In slot heights the slope is $g=0.050\times0.50=0.025$. Equation (\ref{main}) gives
\begin{equation}
s=13.806\times(0.025)^2=0.00863,\qquad
\kappa H=\sqrt{0.75\times0.00863}=0.0804 .
\end{equation}
The mean free path in the gas is 863 slot heights, so the flow is molecular on the scale of $H$. The stored gas amounts to $Hn_0/(2N)=9.05\times10^{-5}$ molecules per site, with $n_0$ the inlet density, and is negligible in the front.

The ratio $n_0/N$ follows from that number as $2\times9.05\times10^{-5}/(0.50\times10^{-6}\,\mathrm{m})=362\ \mathrm{m^{-1}}$. With $v=325.4$ m/s, the exposure at the entrance is
\begin{equation}
y_0=\frac{sv\,t}{4}\,\frac{n_0}{N}
=\frac{0.00863\times325.4\times0.10}{4}\times362\approx25.4 .
\end{equation}

For the depth, write (\ref{first}) as $dx=-dy/(\kappa\sqrt{2f})$ and integrate from the entrance to half coverage:
\begin{equation}
x_{1/2}=\frac1\kappa\int_{\ln2}^{y_0}\frac{dy}{\sqrt{2f(y)}} . \label{depth}
\end{equation}
The integral gives $x_{1/2}=84.9\,H$, or $42.4\,\mu$m. The same integral between $y=-\ln0.9$ and $y=\ln10$ gives the distance from 90\,\% to 10\,\% coverage, $42.9\,H$. This width does not depend on the dose, provided that 90\,\% coverage is reached inside the slot.

For $y_0\gg1$ the integrand is close to $1/\sqrt{2y}$ over most of the range, so to leading order $x_{1/2}\approx\sqrt{2y_0}/\kappa$. Inserting $y_0$ and $\kappa^2$,
\begin{equation}
x_{1/2}^2\approx2\,\frac{sv\,n_0t}{4N}\,\frac{2HD}{sv}=\frac{HDn_0t}{N}. \label{sqrt}
\end{equation}
The sticking probability cancels: at large dose the depth is set by supply, and the slope carries the information on $s$. With $D=1.085\times10^{-4}\ \mathrm{m^2/s}$, (\ref{sqrt}) gives $\sqrt{0.50\times10^{-6}\times1.085\times10^{-4}\times362\times0.10}\ \mathrm{m}\approx44\,\mu$m, close to the $42.4\,\mu$m of the full integral.

A time-dependent solution of (\ref{gas}) and (\ref{cov}), with the stored gas kept, tests these results. It returns $g=0.0250$ at the full dose, at a quarter of the dose, and with a strongly pulsating inlet pressure. The front moves from $38.7\,H$ at the quarter dose to $84.9\,H$ at the full dose without changing its slope.

\section*{(e) A closed end near the front}

\textit{The slot is closed at $x=L$, and some coverage $\theta_L$ has built up there. By what factor is the $s$ obtained from (\ref{main}) wrong?}

\textbf{Solution.} No gas passes the closed end, and the small adsorption on the end wall itself is neglected, so $n_x=0$ there at all times, and by (\ref{ydef}) also $y_x=0$. The exposure there is $y_L=-\ln(1-\theta_L)$, which is not zero. The constant of integration changes accordingly:
\begin{equation}
y_x^2=2\kappa^2\left[f(y)-f(y_L)\right].
\end{equation}
At half coverage, $g^2$ is smaller than in (\ref{g2}) by the factor $1-f(y_L)/f(\ln2)$. Since (\ref{main}) is proportional to $g^2$,
\begin{equation}
\frac{s_{\rm apparent}}{s}=1-\frac{f(y_L)}{\ln2-\frac12},\qquad
f(y_L)=-\ln(1-\theta_L)-\theta_L . \label{end}
\end{equation}
Gas that cannot travel further accumulates at the end and flattens the front, so the apparent value is too low.

Take the same $s$ in a slot 60 heights long, with a dose of 0.0197 s. The coverage at the end is then $\theta_L=0.169$, so $f(y_L)=0.185-0.169=0.016$ and the factor is $1-0.016/0.193\approx0.92$. The time-dependent solution gives 0.916. For small $\theta_L$, $f(y_L)\approx\theta_L^2/2$, so the error is quadratic in the end coverage and soon becomes harmless as the slot is made deeper.

\section*{(f) What the diffusivity assumes about free flights}

\textit{Find the mean square length, along $x$, of the flights from plate to plate. Is it compatible with $D=\frac23Hv$?}

\textbf{Solution.} From here on lengths are in slot heights, with $X=x/H$, and the plates are first taken as infinitely wide. A molecule leaves one plate and lands on the other, displaced by $X$ along the slot and $Z$ across it. The flight length is $r=\sqrt{1+X^2+Z^2}$, and the cosine of the angle to the normal is $1/r$ at both plates. Cosine emission has probability $\cos\vartheta/\pi$ per unit solid angle, and a unit landing area subtends the solid angle $\cos\vartheta/r^2$. The landing density is thus $1/(\pi r^4)$. With $\int_{-\infty}^{\infty}dZ/(a^2+Z^2)^2=\pi/(2a^3)$ and $a^2=1+X^2$,
\begin{equation}
K(X)=\frac{1}{2(1+X^2)^{3/2}} . \label{kernel}
\end{equation}
Count flights up to $|X|=\Lambda$. Integration by parts, using that $X/(1+X^2)^{3/2}$ is the derivative of $-1/\sqrt{1+X^2}$, gives
\begin{align}
\sigma^2(\Lambda)&=\int_{-\Lambda}^{\Lambda}X^2K\,dX=\int_0^\Lambda X\,\frac{X}{(1+X^2)^{3/2}}\,dX\nonumber\\
&=-\frac{\Lambda}{\sqrt{1+\Lambda^2}}+\int_0^\Lambda\frac{dX}{\sqrt{1+X^2}}
=\operatorname{arsinh}\Lambda-\frac{\Lambda}{\sqrt{1+\Lambda^2}} .
\end{align}
For large $\Lambda$ this is $\ln(2\Lambda)-1$, which grows without limit. Between infinitely wide plates the mean square flight is infinite, and no diffusivity exists in the strict sense.

To see what the closure implies, note that a molecule hits a wall at the rate $2(nv/4)/(Hn)=v/(2H)$. Independent flights of mean square length $\sigma^2H^2$ then give
\begin{equation}
D=\frac12\,\frac{v}{2H}\,\sigma^2H^2=\frac{\sigma^2Hv}{4},\qquad
\frac{s}{g^2}=\frac{\sigma^2}{\ln2-\frac12}, \label{sig}
\end{equation}
where the second relation is (\ref{general}). The closure corresponds to $\sigma^2=8/3$, which is reached at the cutoff $\Lambda=19.5$.

In a very long slot, gas collisions or side walls can supply a cutoff. Gas collisions do so on the scale of the mean free path; in part (d) this is 863 heights, far too long to justify the closure. That value counts the precursor alone; a carrier gas shortens it. Side walls a distance $w$ apart, in slot heights, restrict plate-to-plate flights to $|Z|<w$. Their density in $X$ is then at most $2w/(\pi X^4)$, so the contribution of $|X|\gg w$ to the mean square converges. With side walls and no gas collisions, $D$ is the average of $v\,u_x^2\,\ell$ over all positions and directions, where $u_x$ is the direction cosine along the slot and $\ell$ is the distance to the wall in the direction of flight. Evaluated numerically for a rectangular cross-section, this gives $D=\frac23Hv$ at $w\approx4$, but $0.88\,Hv$ at $w=10$ and $1.45\,Hv$ at $w=100$. In a slot much wider than high, side walls alone therefore leave $D$ above the closure. Side walls of the same material also adsorb: the perimeter grows by the factor $1+1/w$, so $\kappa^2$ is multiplied and $s/g^2$ in (\ref{general}) is divided by it. At $w\approx4$ the ratio is therefore about $13.8/1.25\approx11$, although $D$ equals the closure. Part (g) treats the limit of infinitely wide plates.

\section*{(g) The front without the diffusion assumption}

\textit{For infinitely wide plates, set up the coverage problem directly from the flights, and find how $s/g^2$ changes.}

\textbf{Solution.} Let $F(X)$ be the number of wall hits per site accumulated during the dose, so that $y=sF$ and $\theta=1-e^{-sF}$. Of these hits, $\theta$ per site ended in adsorption and $F-\theta$ were followed by a new flight. Each hit comes either from such a flight or directly from the opening:
\begin{equation}
F(X)=F_0\int_X^\infty K(X')\,dX'+\int_0^\infty K(X-X')\left[F(X')-\theta(X')\right]dX' . \label{ball}
\end{equation}
The first term describes isotropic gas at the opening. It equals the supply from imaginary plates at $X<0$ that emit $F_0=y_0/s$ molecules per site. As in part (a), time has dropped out and the stored gas is neglected.

Consider first a flight law with a finite mean square, $K_e=\frac a2e^{-a|X|}$, for which $\sigma^2=2/a^2$. It satisfies $K_e-K_e''/a^2=\delta(X)$, and the entrance term, proportional to $e^{-aX}$, is removed by the same operator. Applying $1-a^{-2}d^2/dX^2$ to (\ref{ball}) gives $F-F''/a^2=F-\theta$, hence
\begin{equation}
y''=sa^2\theta .
\end{equation}
For $\sigma^2=8/3$ one has $a^2=3/4$, and this is (\ref{ode}) with the closure (\ref{closure}). The numerical solution of (\ref{ball}) with this law gives $s/g^2=13.82$, which tests the solver against (\ref{main}).

With the true plate law (\ref{kernel}) and $y_0=20$, the result is different:
\begin{center}
\begin{tabular}{ccc}
$s$ & $s/g^2$ & half-coverage depth$/H$\\
0.1 & 24 & 22\\
0.01 & 30 & 84\\
0.001 & 36 & 308
\end{tabular}
\end{center}
The ratio is not a constant, and in all three cases it is well above 13.8. A rough estimate agrees with the trend. If the relevant cutoff scales as the diffusive front width, $\Lambda\propto s^{-1/2}$, then $\sigma^2$ grows by $\frac12\ln10=1.15$ for each tenfold decrease of $s$, and by (\ref{sig}) the ratio grows by $1.15/0.193\approx6$, as in the table. At fixed $y_0$ the depth of the front scales in the same way, so this agreement does not identify the width as the cutoff.

The ratio also rises with the dose. The estimate above does not explain this, because the diffusive front width is independent of the dose. For the $s$ and dose of part (d) it is about 32, and for four times the dose it is close to 40. Both values are for flights without any gas collisions; a finite mean free path, such as the 863 heights of part (d), shortens the longest flights and is not included.

For $s=0.00863$ and the dose of part (d), a slope produced by free flights and read with (\ref{main}) would give less than half of the true sticking probability: with the ratio 31.5 before rounding, $13.8/31.5\approx0.44$ of it. Conversely, suppose that the slope $g=0.025$ was measured in a very wide slot with purely molecular flow, at $y_0=20$. If the ratio varies monotonically between the first two rows of the table, $s$ lies between $24\,g^2=0.015$ and $30\,g^2=0.019$, about twice the diffusive value of 0.0086.

Equation (\ref{main}) is thus the result of a diffusion model with a stated diffusivity. It applies where long flights are cut off so that the mean square flight is near $8H^2/3$, and where the front is much wider than the flights that remain. Purely molecular flow in a slot much wider than high does not meet the first condition. If the second condition holds but the diffusivity has another finite value, (\ref{general}) replaces it, divided by $1+1/w$ when adsorbing side walls are not far apart. For very wide slots in molecular flow (\ref{ball}) has to be solved. The numerical output lists most of the computed values; its ratio for the fourfold dose, 38.7, was computed in a shorter slot than the value quoted above.

\section*{Computed results}
\begin{verbatim}
prefactor 8/(3(ln2-1/2)): 13.806
slot height: 0.50 um
given half-coverage slope: 0.050 per um
slope g per slot height: 0.0250
sticking probability s: 0.00863
kappa times slot height: 0.0804
pressure: 10.0 Pa, temperature: 500 K
molecular mass: 100 u
collision diameter: 0.6 nm
site density: 4.0 per nm^2
dose time: 0.10 s
mean speed: 325.4 m/s
diffusivity: 1.085e-04 m^2/s
Knudsen number (free path/height): 863
stored gas per surface site: 9.05e-05
inlet exposure y: 25.42
simulated g, full dose: 0.02500
simulated g, quarter dose: 0.02500
simulated g, pulsating inlet: 0.02500
s recovered from full-dose simulation: 0.00863
half depth, full dose, formula: 84.87 slot heights
half depth, full dose, simulated: 84.85 slot heights
half depth, full dose, formula: 42.4 um
half depth, quarter dose, formula: 38.68 heights
half depth, quarter dose, simulated: 38.67 heights
90-10 % width, formula: 42.85 slot heights
90-10 % width, simulated: 42.85 slot heights
short slot length: 60 slot heights
short slot dose time: 0.0197 s
short slot end coverage: 0.169
short slot apparent s / true s, formula: 0.916
short slot apparent s / true s, simulated: 0.916
flight cutoff matching D: 19.5 slot heights
s/g^2, exponential flights: 13.82
ballistic s/g^2 at s=0.1, inlet y=20: 23.59 (half depth 21.6 heights)
ballistic s/g^2 at s=0.01, inlet y=20: 29.85 (half depth 84.2 heights)
ballistic s/g^2 at s=0.001, inlet y=20: 36.02 (half depth 308.2 heights)
ballistic s/g^2, example: 31.52 (half depth 105.9 heights)
ballistic s/g^2, example, fourfold dose: 38.74 (half depth 235.3 heights)
example: diffusive s / ballistic s: 0.438
\end{verbatim}
